# The energy shift of a free electron in blackbody radiation: test program

```python
"""Level shift of a free electron at rest in blackbody radiation.
Result under test (atomic units, hbar = m = e = 1, c = 1/alpha):
    shift = pi T^2 / (3 c^3),   T = Boltzmann constant times temperature,
which is pi alpha T^2 / (3 m) in natural units.
omega: photon energy; n: Planck occupation; M = alpha_matrix . polarization.
The shift is found from the Dirac thermal self-energy, from diagonalization
of an electron plus one quantized mode, and from classical quiver motion.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, cumulative_trapezoid

c = 1.0 / sc.fine_structure
rest = c**2
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]
bohr_A = sc.physical_constants["Bohr radius"][0] * 1e10
kB_eV = sc.k / sc.e
temperature = 300.0
T300 = kB_eV * temperature / hartree_eV


def shift_formula(T):
    return np.pi * T**2 / (3 * c**3)


# Dirac matrices
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
alpha_mat = np.array([np.kron(pauli[0], s) for s in pauli])
beta = np.diag([1, 1, -1, -1]).astype(complex)
one4 = np.eye(4)


def dirac_h(q):
    return c * np.einsum("i,ijk->jk", q, alpha_mat) + rest * beta


def two_terms(energy, omega, khat, eps):
    """Absorption-first plus emission-first second-order matrices."""
    M = np.einsum("i,ijk->jk", eps, alpha_mat)
    k = omega / c * khat
    absorb = np.linalg.inv((energy + omega) * one4 - dirac_h(k))
    emit = np.linalg.inv((energy - omega) * one4 - dirac_h(-k))
    return M @ (absorb + emit) @ M


# Radial grid in x = omega/T
nodes, weights = np.polynomial.legendre.leggauss(100)
x_grid = 30.0 * (nodes + 1)
x_weight = 30.0 * weights


def self_energy(T):
    """Thermal self-energy at E = c^2, integrated over photon momentum."""
    total = np.zeros((4, 4), dtype=complex)
    mu, w_mu = np.polynomial.legendre.leggauss(3)
    for cos_t, w_t in zip(mu, w_mu):
        sin_t = np.sqrt(1 - cos_t**2)
        for phi in np.arange(4) * np.pi / 2 + 0.3:
            cp, sp = np.cos(phi), np.sin(phi)
            khat = np.array([sin_t * cp, sin_t * sp, cos_t])
            pols = (np.array([cos_t * cp, cos_t * sp, -sin_t]),
                    np.array([-sp, cp, 0.0]))
            for x, w in zip(x_grid, x_weight):
                omega = x * T
                # d^3k/(2 pi)^3 times 2 pi c^2/omega times occupation
                measure = (omega / np.expm1(x) / (4 * np.pi**2 * c)
                           * w * T * w_t * np.pi / 2)
                for eps in pols:
                    total += measure * two_terms(rest, omega, khat, eps)
    return total


ratios = []
for fraction in (0.01, 0.1):
    T = fraction * rest
    block = self_energy(T)[:2, :2] / shift_formula(T)
    assert np.allclose(block, np.eye(2), atol=1e-7)
    ratios.append(block[0, 0].real)

# Smooth passage through the mass shell
xhat, zhat = np.array([1.0, 0, 0]), np.array([0, 0, 1.0])
omega = 1e-3 * rest
offset = 0.1 * omega
on_shell = two_terms(rest, omega, zhat, xhat)[0, 0].real
off_shell = two_terms(rest + offset, omega, zhat, xhat)[0, 0].real
assert abs(on_shell * rest - 1) < 1e-8
assert abs(off_shell / on_shell - 1) < 2 * offset / rest

# Part carried by positive-energy intermediate states
omega = 0.01 * rest
positive = 0.0
for sign in (1, -1):
    levels, states = np.linalg.eigh(dirac_h(sign * omega / c * zhat))
    overlap = np.abs(states.conj().T @ alpha_mat[0][:, 0])**2
    keep = levels > 0
    positive += np.sum(overlap[keep] / (rest + sign * omega - levels[keep]))
positive_share = positive * rest
assert abs(positive_share / (omega**2 / (4 * rest**2)) - 1) < 1e-3


# Dirac electron plus one quantized mode, at fixed total momentum
def dressed_level(n_photon, omega, g, n_max=7):
    size = n_max + 1
    H = np.zeros((4 * size, 4 * size), dtype=complex)
    for N in range(size):
        a = slice(4 * N, 4 * N + 4)
        H[a, a] = dirac_h((n_photon - N) * omega / c * zhat) + N * omega * one4
        if N < n_max:
            b = slice(4 * N + 4, 4 * N + 8)
            H[a, b] = H[b, a] = g * np.sqrt(N + 1) * alpha_mat[0]
    levels = np.linalg.eigvalsh(H)
    return levels[np.argmin(abs(levels - rest - n_photon * omega))]


omega_mode, g_mode = 0.2 * rest, 1e-3 * rest
per_photon = (dressed_level(3, omega_mode, g_mode)
              - dressed_level(2, omega_mode, g_mode) - omega_mode)
mode_ratio = per_photon / (g_mode**2 / rest)
assert abs(mode_ratio - 1) < 1e-3

# Classical electron in a random-phase Planck field at 300 K
rng = np.random.default_rng(7)
dx = 0.1
x_modes = (np.arange(300) + 0.5) * dx
omega_modes = x_modes * T300
energy_density = omega_modes**3 / np.expm1(x_modes) / (np.pi**2 * c**3)
amplitude = np.sqrt(2 * 4 * np.pi * energy_density * dx * T300 / 3)
time = np.linspace(0, 4 * np.pi / (dx * T300), 12001)
quiver = 0.0
for component in range(3):
    field = np.zeros_like(time)
    phases = rng.uniform(0, 2 * np.pi, len(x_modes))
    for amp, om, ph in zip(amplitude, omega_modes, phases):
        field += amp * np.cos(om * time + ph)
    velocity = -cumulative_trapezoid(field, time, initial=0)[:-1]
    velocity -= velocity.mean()
    quiver += 0.5 * np.mean(velocity**2)
quiver_ratio = quiver / shift_formula(T300)
assert abs(quiver_ratio - 1) < 1e-3


# SI evaluation from the Planck energy density
def si_integrand(x):
    om = x * sc.k * temperature / sc.hbar
    u = sc.hbar * om**3 / (np.pi**2 * sc.c**3 * np.expm1(x))
    return u / (sc.epsilon_0 * om**2) * sc.k * temperature / sc.hbar


# scale the integrand to order one so quad's absolute tolerance is harmless
scale = si_integrand(1.0)
si_integral = scale * quad(lambda x: si_integrand(x) / scale, 1e-10, 60)[0]
si_shift_eV = sc.e**2 / (2 * sc.m_e) * si_integral / sc.e
shift_eV = shift_formula(T300) * hartree_eV
assert abs(si_shift_eV / shift_eV - 1) < 1e-6


# Free and internal energy changes from shifted mode frequencies
def mode_free(x):
    return np.log1p(-np.exp(-x))


def mode_internal(x):
    return x / np.expm1(x)


def thermodynamic_change(function):
    step = 1e-4 * x_grid
    slope = (function(x_grid + step) - function(x_grid - step)) / (2 * step)
    # density of modes omega^2/(pi^2 c^3), frequency shift 2 pi/omega
    return T300**2 * np.sum(x_weight * 2 * x_grid * slope) / (np.pi * c**3)


free_ratio = thermodynamic_change(mode_free) / shift_formula(T300)
internal_ratio = thermodynamic_change(mode_internal) / shift_formula(T300)
assert abs(free_ratio - 1) < 1e-5
assert abs(internal_ratio + 1) < 1e-5

# Worked example
kT_eV = T300 * hartree_eV
rest_eV = rest * hartree_eV
norm = quad(lambda x: x / np.expm1(x), 1e-12, 60)[0]
assert abs(norm - np.pi**2 / 6) < 1e-8
mean_x = quad(lambda x: x**2 / np.expm1(x), 1e-12, 60)[0] / norm
below_kT = quad(lambda x: x / np.expm1(x), 1e-12, 1)[0] / norm
wavelength_A = 2 * np.pi * c / (mean_x * T300) * bohr_A
u_total = T300**4 / (np.pi**2 * c**3) * quad(
    lambda x: x**3 / np.expm1(x), 1e-12, 60)[0]
force_rms = np.sqrt(4 * np.pi * u_total) * hartree_eV / bohr_A

print("TESTS (dimensionless)")
print(f"self-energy / formula, kT = 0.01 mc^2: {ratios[0]:.8f}")
print(f"self-energy / formula, kT = 0.10 mc^2: {ratios[1]:.8f}")
print(f"off-shell / on-shell sum, offset 1e-4 mc^2: {off_shell/on_shell:.6f}")
print(f"positive-energy share at omega = 0.01 mc^2: {positive_share:.4e}")
print(f"one-mode diagonalization / formula: {mode_ratio:.6f}")
print(f"classical quiver energy / formula: {quiver_ratio:.5f}")
print(f"SI integral / formula: {si_shift_eV/shift_eV:.8f}")
print(f"free-energy change / level shift: {free_ratio:.6f}")
print(f"internal-energy change / level shift: {internal_ratio:.6f}")
print("EXAMPLE: free electron")
print(f"temperature: {temperature:.0f} K")
print(f"fine-structure constant: {sc.fine_structure:.8f}")
print(f"kT: {kT_eV:.6f} eV")
print(f"mc^2: {rest_eV:.1f} eV")
print(f"kT / mc^2: {kT_eV/rest_eV:.4e}")
print(f"mc^2 / kT (pair suppression exponent): {rest_eV/kT_eV:.4e}")
print(f"integral of x/(exp(x)-1): {norm:.6f}")
print(f"level shift: {shift_eV:.4e} eV")
print(f"level shift / h: {shift_eV*sc.e/sc.h/1e3:.4f} kHz")
print(f"level shift / mc^2: {shift_eV/rest_eV:.4e}")
print(f"thermal kinetic energy 3kT/2: {1.5*kT_eV:.6f} eV")
print(f"level shift / (3kT/2): {shift_eV/(1.5*kT_eV):.4e}")
print(f"rms quiver speed / c: {np.sqrt(2*shift_eV/rest_eV):.4e}")
print(f"rms electric force: {force_rms:.4e} eV/angstrom")
print(f"shift-weighted mean photon energy: {mean_x*kT_eV:.5f} eV")
print(f"wavelength at that energy: {wavelength_A:.4e} angstrom")
print(f"fraction of shift from photons below kT: {below_kT:.4f}")
print(f"level shift at 600 K: {shift_formula(2*T300)*hartree_eV:.4e} eV")
print("all assertions hold")
```

Output:

```
TESTS (dimensionless)
self-energy / formula, kT = 0.01 mc^2: 1.00000000
self-energy / formula, kT = 0.10 mc^2: 1.00000000
off-shell / on-shell sum, offset 1e-4 mc^2: 0.999900
positive-energy share at omega = 0.01 mc^2: 2.4998e-05
one-mode diagonalization / formula: 0.999994
classical quiver energy / formula: 0.99980
SI integral / formula: 1.00000000
free-energy change / level shift: 1.000000
internal-energy change / level shift: -1.000000
EXAMPLE: free electron
temperature: 300 K
fine-structure constant: 0.00729735
kT: 0.025852 eV
mc^2: 510999.0 eV
kT / mc^2: 5.0591e-08
mc^2 / kT (pair suppression exponent): 1.9766e+07
integral of x/(exp(x)-1): 1.644934
level shift: 9.9945e-12 eV
level shift / h: 2.4167 kHz
level shift / mc^2: 1.9559e-17
thermal kinetic energy 3kT/2: 0.038778 eV
level shift / (3kT/2): 2.5774e-10
rms quiver speed / c: 6.2544e-09
rms electric force: 8.3194e-08 eV/angstrom
shift-weighted mean photon energy: 0.03778 eV
wavelength at that energy: 3.2814e+05 angstrom
fraction of shift from photons below kT: 0.4727
level shift at 600 K: 3.9978e-11 eV
all assertions hold
```
